Logarithmic Peierls instability of a half-filled p-sigma chain

**What fails without the logarithm**

A structural relaxation that starts from a perfectly uniform chain stays there: by symmetry the force towards dimerization vanishes. A finite-difference force constant for the alternating displacement of the atoms seems to offer a check, but for an infinite half-filled chain at zero temperature its value depends on the displacement step and does not converge as the step shrinks. The on-site force constant of a single displaced atom does not expose this, because it averages over all wave vectors. The forces that the same displacement exerts on distant atoms do expose it: they alternate in sign and fall off roughly as the inverse distance, so their alternating sum grows with the logarithm of the ring size. A short ring, or the equivalent coarse k mesh, may even report a stable uniform chain where the infinite chain is unstable. The vanishing force is a matter of symmetry alone; the dependence on the step and on the ring size comes from a term x² ln(1/x) in the electronic energy, where x is the change of bond length. This appendix derives that term with its constant, bounds the remainder, and uses the bound to prove the instability at zero temperature.

The chain idealizes one direction of a p-bonded network. With three p electrons per atom shared among three perpendicular chains, each sigma orbital holds one electron on average. Coupling between chains, s orbitals and p-pi hopping are left out.

**Model and sign conventions**

Take a ring of N identical atoms, N even, with fixed mean spacing a, and let N → ∞ at the end. Each atom has one p orbital along the chain and one electron. "Mean field" here means independent, spin-paired electrons in a static, classical lattice. Hartree atomic units are used.

Orient all orbitals the same way. The positive lobe of one orbital then faces the negative lobe of the next, and the nearest-neighbour hopping t is positive. The uniform band is 2t cos(ka), with its top at k = 0. Reversing every second orbital changes the sign of all hoppings without changing the spectrum, so the result does not depend on this choice.

Displace atom n by uₙ = (−1)ⁿx/2, with x ≥ 0. The stretch of the bond from n to n+1 is

sₙ = uₙ₊₁ − uₙ = −(−1)ⁿx.

Bonds that start at even n shorten by x; the others lengthen by x. To first order in the stretch the hopping is t − αsₙ, with α > 0, so the two hoppings are

t + δ on short bonds, t − δ on long bonds, δ = αx.

The elastic energy of a bond is Ksₙ²/2 with finite K. There is one bond per atom, so the cost per atom is Kx²/2. A linear term in the bond energy, which balances the tension of the band in the uniform chain, drops out because the stretches sum to zero at fixed length.

Two dimensionless quantities suffice:

z = δ/t, κ = Kt/(2α²).

Since x = tz/α, the elastic cost becomes

Kx²/2 = Kt²z²/(2α²) = κtz².

**The filled band**

Let θ = ka. Write the wave amplitude as A exp(inθ) on even atoms and B exp(inθ) on odd atoms. An even atom has a strong bond to its right and a weak one to its left; for an odd atom the order is reversed. Hence

EA = [(t+δ)exp(iθ) + (t−δ)exp(−iθ)]B = (2t cos θ + 2iδ sin θ)B,
EB = [(t−δ)exp(iθ) + (t+δ)exp(−iθ)]A = (2t cos θ − 2iδ sin θ)A.

Substituting one equation into the other gives

E² = 4(t² cos²θ + δ² sin²θ).

The unit cell now has two atoms, so θ covers an interval of length π with N/2 values, and each value has one level of either sign. The N electrons fill the lower band with two electrons per level. For z < 1 the bands come closest at θ = π/2, where E = ±2δ, so the gap is 4δ.

Measure the wave number from the Fermi point of the uniform chain, φ = θ − π/2. Then cos²θ = sin²φ and sin²θ = cos²φ. The electronic energy per atom is

e_el = (2/N) Σ [−2t√(sin²φ + z² cos²φ)].

For large N the sum over N/2 values becomes (N/2π) times an integral over an interval of length π. The integrand is even, which gives

e_el = −(4t/π) I(z),
I(z) = ∫₀^{π/2} √(sin²φ + z² cos²φ) dφ.

As I(0) = 1, the uniform chain has e_el = −4t/π. The total energy per atom, apart from a constant, is

e(z) = −(4t/π)I(z) + κtz².

**Why a power series fails**

For z > 0, differentiation under the integral gives

I′(z) = zJ(z),
J(z) = ∫₀^{π/2} cos²φ / √(sin²φ + z² cos²φ) dφ.

If J(0) were finite, the gain would start as an ordinary quadratic term, and a stiff enough lattice could defeat it. At z = 0, however, the integrand behaves as 1/φ near φ = 0. Dimerization mixes states at θ and θ + π, whose energies in the uniform chain differ by 4t|sin φ|, and this difference vanishes at the Fermi points. For small z each octave of φ well inside the range from z to 1 contributes nearly the same amount, ln 2, to J. The octaves at the two ends contribute less, and the gap sets the lower cutoff φ ~ z. The result is a logarithm.

**The constant and the remainder**

Put s = tan φ. Then

cos²φ = 1/(1+s²), dφ = ds/(1+s²),
sin²φ + z² cos²φ = (s²+z²)/(1+s²),

and the powers of 1+s² combine to

J(z) = ∫₀^∞ ds / [(1+s²)^{3/2} √(s²+z²)].

The factor 1/√(s²+z²) is the derivative of arsinh(s/z). Integrate by parts. The boundary terms vanish: arsinh is zero at s = 0, and at large s its logarithmic growth is beaten by s⁻³. Therefore

J(z) = ∫₀^∞ w(s) arsinh(s/z) ds, w(s) = 3s(1+s²)^{−5/2}.

The weight w is positive and integrates to 1. Next split the inverse hyperbolic sine:

arsinh(s/z) = ln{[s + √(s²+z²)]/z} = ln(2s/z) + r(s),
r(s) = ln{[1 + √(1+z²/s²)]/2} > 0.

This gives

J(z) = ln(2/z) + C + R(z),
C = ∫₀^∞ w ln s ds, R = ∫₀^∞ w r ds > 0.

To find C, set v = (1+s²)^{−1/2}. Then w ds = −3v² dv and s² = (1−v²)/v², so

C = ∫₀¹ 3v² [½ ln(1−v) + ½ ln(1+v) − ln v] dv.

Each piece follows by parts. The antiderivative of 3v² is chosen as v³ − 1, v³ + 1 and v³ respectively, so that the denominators cancel:

∫₀¹ 3v² ln(1−v) dv = −∫₀¹ (1+v+v²) dv = −11/6,
∫₀¹ 3v² ln(1+v) dv = 2 ln 2 − ∫₀¹ (1−v+v²) dv = 2 ln 2 − 5/6,
∫₀¹ 3v² ln v dv = −∫₀¹ v² dv = −1/3.

Adding them with their coefficients,

C = −11/12 + ln 2 − 5/12 + 1/3 = ln 2 − 1,

and hence

J(z) = ln(4/z) − 1 + R(z).

An upper bound on R, for z < 1, shows how small the correction is. For s > z use √(1+q) ≤ 1 + q/2 with q = z²/s². Then r ≤ ln(1+q/4) ≤ z²/(4s²), and this range contributes at most

(3z²/4) ∫_z^∞ ds/[s(1+s²)^{5/2}]
≤ (3z²/4)[∫_z¹ ds/s + ∫₁^∞ ds/s⁶]
= (3z²/4)[ln(1/z) + 1/5].

For s < z use √(1+z²/s²) ≤ 1 + z/s. Then r ≤ ln[1+z/(2s)] ≤ z/(2s), while w ≤ 3s, so this range contributes at most 3z²/2. Together,

0 < R(z) ≤ z²[(3/4) ln(1/z) + 33/20].

**Energy gain and proof of instability**

Integrate I′ = yJ(y) from 0 to z. The main part is

∫₀^z y[ln(4/y) − 1] dy = (z²/2)ln(4/z) + z²/4 − z²/2 = (z²/2)[ln(4/z) − ½].

The remainder adds a positive amount, which for z < 1 is no larger than

∫₀^z yR(y) dy ≤ z⁴[(3/16) ln(1/z) + 147/320].

Multiplying by −4t/π and adding the elastic cost gives the weak-distortion law

e(z) − e(0) = −(2tz²/π)[ln(4/z) − ½] + κtz² + O(tz⁴ ln(1/z)).

The sign of R turns this asymptotic law into a strict inequality. Writing κtz² as (2tz²/π)(πκ/2),

e(z) − e(0) < −(2tz²/π)[ln(4/z) − ½ − πκ/2].

The bracket is positive for every z in the window

0 < z < 4 exp(−½ − πκ/2).

For any finite K and nonzero α this window is not empty, and every distortion inside it has lower energy than the uniform chain. This proves the instability within the stated model. A stiffer lattice makes the distortion exponentially small but does not remove it. The edge of the window is a guaranteed limit; the true crossing to positive energy lies somewhat beyond it, because R was dropped.

**The equilibrium distortion**

The slope of the total energy is

de/dz = tz[2κ − (4/π)J(z)].

From its integral, J decreases strictly with z, from infinity at z = 0 to zero at large z. There is therefore one positive stationary point z*, given by

J(z*) = πκ/2.

The energy falls from z = 0 to z* and rises afterwards, so no barrier separates the uniform chain from the minimum. The linear hopping law makes sense only while t − δ stays positive. Because J(1) = ∫₀^∞ ds/(1+s²)² = π/4, the minimum has z* < 1 if κ > ½.

For weak distortion, dropping R gives ln(4/z*) − 1 = πκ/2, or

z* ≈ 4 exp(−1 − πκ/2).

At this point the bracket in the energy equals 1 − ½ = ½, and the net energy is

e(z*) − e(0) ≈ −tz*²/π.

**Curvature of the hopping law**

A real hopping is not linear in the bond length. Including the second derivative t″, the two hoppings are t ± αx + t″x²/2, so their mean is t̄ = t + t″x²/2. The electronic energy is now −(4t̄/π)I(δ/t̄). To order x², the new term is

−(4/π)(t″x²/2) = −(2/π)t″x².

The change of t inside I enters only at order x⁴ ln(1/x). Curvature therefore replaces K by K − 4t″/π. It alters the size of the distortion, but a plain quadratic term of either sign cannot defeat the logarithm. For the hopping t exp(−αsₙ/t), where t″ = α²/t, direct diagonalization at x = 0.1 bohr confirmed the electronic gain to within 1% of its predicted value.

**Where the conclusion can fail**

Each case below, apart from the rings with N = 4m, removes the divergence of J at z = 0. Within the range z < 1, where both hoppings stay positive, the uniform chain then has the lowest energy if the finite value of J at z = 0 does not exceed πκ/2, since J still decreases with z.

Finite rings. For N = 4m+2 the allowed φ nearest the Fermi point are ±π/N, and the integral becomes a sum over N/2 values:

J_N(0) = (π/N) Σ cos²φ/|sin φ|.

With a cutoff of order 1/N, this grows as ln N plus a constant, so the size needed to see the instability grows as exp(πκ/2). For N = 4m a pair of levels lies at the Fermi point and splits to ±2δ. Its two electrons lower the energy per atom by 4δ/N, a linear gain that makes such a ring unstable at any stiffness but disappears as N → ∞. A ring of N atoms is equivalent to N/2 evenly spaced k points, including k = 0, for the two-atom cell. Among meshes that include k = 0, odd ones thus cut the logarithm off, and even ones add a spurious linear term.

Other fillings. If the states with |φ| < φc are emptied, then for z = 0

J = ∫_{φc}^{π/2} (1/sin φ − sin φ) dφ = −ln tan(φc/2) − cos φc.

This is finite, so dimerization is no longer guaranteed. The result concerns this one distortion; it says nothing about distortions of another period.

Unequal atoms. If alternate atoms have site energies ±Δ, then E² gains a term Δ² and, at z = 0,

J = ∫₀^{π/2} cos²φ / √[sin²φ + Δ²/(4t²)] dφ ≤ πt/(2|Δ|).

A chain of two elements already has a gap, and |Δ| ≥ t/κ is sufficient to keep its bonds equal in this model.

Finite temperature. At half filling the levels come in pairs ±E and the chemical potential is zero. With two spins and two atoms per cell, the electronic free energy per atom is the average over φ of

−2kT ln[2 cosh(E/2kT)].

Its derivative with respect to z is the average of −tanh(E/2kT) dE/dz, where E = 2t√(sin²φ + z² cos²φ) is the positive level. J is therefore replaced by an integral with an extra factor tanh(E/2kT), and at z = 0

J_T(0) = ∫₀^{π/2} cos²φ tanh(t sin φ/kT)/sin φ dφ.

Since tanh y ≤ y, this is at most πt/(4kT). It decreases steadily with temperature and diverges as T → 0, so the uniform chain becomes stable above one temperature, fixed by J_T(0) = πκ/2. Thermal occupation near the Fermi points has cut off the logarithm.

**Worked example**

Choose the round parameters t = 0.08 hartree, α = 0.04 hartree/bohr and K = 0.08 hartree/bohr²; they represent no particular material. Then

κ = 0.08 × 0.08/(2 × 0.04²) = 2, πκ/2 = 3.1416.

The weak-distortion formula gives z* = 4 exp(−4.1416) = 0.0636. Minimizing the energy of a diagonalized ring gives 0.0641, so the formula is low by about 0.9% of the diagonalized value. The corresponding bond change is

x = tz*/α = 2 × 0.0641 = 0.128 bohr = 0.068 Å.

The hoppings become 0.0851 and 0.0749 hartree. The gap is 4αx = 0.0205 hartree, or 0.56 eV. The energy balance per atom is

electronic gain: 7.62 × 10⁻⁴ hartree,
elastic cost: 0.04 × 0.1283² = 6.58 × 10⁻⁴ hartree,
net gain: 1.04 × 10⁻⁴ hartree = 2.8 meV.

The formula tz*²/π gives 1.03 × 10⁻⁴ hartree. The net gain is only about 14% of the electronic gain, so a small relative error in the electronic energy difference is magnified about sevenfold in the net result. Convergence should be judged on the net gain, not on the total energy.

The logarithm shows when the electronic gain is divided by x². The weak-distortion law predicts

gain/x² = (2α²/πt)[ln(4t/(αx)) − ½],

so halving x should add (2α²/πt) ln 2 = 0.00883 hartree/bohr². Diagonalization gives, in hartree/bohr²:

x = 0.200 bohr: 0.0407
x = 0.100 bohr: 0.0495
x = 0.050 bohr: 0.0583
x = 0.025 bohr: 0.0671

The successive rises are 0.00874, 0.00880 and 0.00882, approaching the prediction from below. The positive remainder explains the direction: relative to x² it is larger at larger x, so it shrinks on halving and slightly reduces the rise. At x = 0.2 bohr the leading law is 0.3% below the diagonalized gain; at 0.1 bohr it is 0.08% below.

The elastic coefficient to compare with these values is K/2 = 0.04 hartree/bohr². The finite-difference force constant for this alternating distortion, taken as a second difference of energies, per atom and with x as the coordinate, is twice the difference, K − 2(gain/x²). It is about −0.001 hartree/bohr² for a step of 0.2 bohr and −0.054 hartree/bohr² for a step of 0.025 bohr. A difference of forces gives instead K − (4α²/πt)J(z), which is +0.011 hartree/bohr² for the step of 0.2 bohr, since that step lies beyond the minimum, and −0.041 hartree/bohr² for 0.025 bohr. A smaller step does not improve either number; there is no finite limit to approach.

The ring size matters as predicted. With 26 atoms J_N(0) = 3.07, below 3.14, and the uniform ring is stable. With 30 atoms it is 3.22, and the ring dimerizes. In the two-atom cell these are 13 and 15 k points. Even the larger mesh gives only the onset of the instability, not a converged distortion.

With 0.902 electrons per atom, φc = 0.154 and J = 1.57 at z = 0. The gain is then 0.0200 hartree/bohr² times x², half the elastic cost, and dimerization is unfavourable. At half filling the uniform chain regains stability at kT = 0.00577 hartree, or about 1800 K. This is a mean-field temperature: it omits fluctuations of the distortion and should not be read as an ordering temperature of a real chain.

**Use in a calculation**

Start the relaxation from a two-atom cell with a small but finite bond alternation, because the symmetric starting point has no force. Refine the k mesh until the net energy and the bond alternation stop changing, with a spacing in φ well below the expected z*. The two converge at different rates. In the example a ring of 102 atoms, with spacing close to z*, gives the alternation to 0.2%. The net gain measured against the uniform chain on the same mesh is still 15% low there, 4% low with 202 atoms and 1% low with 402, because the energy of the gapless uniform chain converges only as 1/N². The gains quoted above are measured from the exact uniform energy −4t/π. When κ is large, estimate z* first from the weak-distortion formula: the mesh must resolve an exponentially small gap. The supporting values are collected in the numerical output.

The proof does not include quantum motion of the atoms, electron correlation or coupling between chains. Where the net gain is only a few meV per atom, as in the example, these omissions can matter, and the mean-field instability alone does not settle the structure of a real material.

Numbers as computed

```
hopping t = 0.080 hartree
coupling alpha = 0.040 hartree/bohr
force constant K = 0.080 hartree/bohr^2
stiffness kappa = 2.0000 (no unit)
pi*kappa/2 = 3.14159 (no unit)
uniform electronic energy = -0.101859 hartree/atom
proved window: z below 0.10484 (no unit)
proved window: x below 0.20968 bohr
equilibrium z, diagonalization = 0.06414 (no unit)
equilibrium z, weak formula = 0.06359 (no unit)
equilibrium x = 0.12829 bohr
equilibrium x = 0.0679 angstrom
strong hopping = 0.08513 hartree
weak hopping = 0.07487 hartree
gap 4*delta = 0.02053 hartree
gap 4*delta = 0.5585 eV
elastic cost at minimum = 6.5831e-04 hartree/atom
electronic gain at minimum = 7.6226e-04 hartree/atom
net gain, diagonalization = 1.0394e-04 hartree/atom
net gain, weak formula = 1.0297e-04 hartree/atom
net gain = 2.828 meV/atom
x = 0.200 bohr: electronic gain 1.62909e-03 hartree/atom, leading law 1.62408e-03 hartree/atom
x = 0.200 bohr: gain/x^2 = 0.040727 hartree/bohr^2
x = 0.100 bohr: electronic gain 4.94669e-04 hartree/atom, leading law 4.94275e-04 hartree/atom
x = 0.100 bohr: gain/x^2 = 0.049467 hartree/bohr^2
x = 0.050 bohr: electronic gain 1.45662e-04 hartree/atom, leading law 1.45632e-04 hartree/atom
x = 0.050 bohr: gain/x^2 = 0.058265 hartree/bohr^2
x = 0.025 bohr: electronic gain 4.19262e-05 hartree/atom, leading law 4.19240e-05 hartree/atom
x = 0.025 bohr: gain/x^2 = 0.067082 hartree/bohr^2
predicted rise per halving = 0.008825 hartree/bohr^2
computed rises per halving = 0.008740, 0.008798, 0.008817 hartree/bohr^2
elastic coefficient K/2 = 0.040000 hartree/bohr^2
longest stable 4m+2 ring = 26 atoms
J of that ring = 3.0748 (no unit)
shortest unstable 4m+2 ring = 30 atoms
J of that ring = 3.2185 (no unit)
doped chain: 0.902 electrons/atom
doped chain: phi_c = 0.15394 rad
doped chain: J at z=0 = 1.5742 (no unit)
doped chain: gain/x^2 = 0.020041 hartree/bohr^2
transition kT = 0.005774 hartree
transition temperature = 1823 K
```
